# Dirac Landau levels and the Hall sequence of the honeycomb lattice, part 2

Electrons of charge $-e$, with $e>0$, move on a honeycomb lattice in the $xy$ plane, in a field $B>0$ along $+z$. The task is to derive their Hall conductivity at zero temperature, with the chemical potential $\mu$ between Landau levels $N$ and $N+1$, for any integer $N$:

$$\sigma_{yx}=-\sigma_{xy}=4\left(N+\tfrac12\right)\frac{e^2}{h}.$$

Here $j_x=\sigma_{xy}E_y$ and $j_y=\sigma_{yx}E_x$. Interactions and spin splitting are left out.

In the gauge $\mathbf A=(-By,0)$, states are proportional to $e^{ikx}$. The kinetic momentum is $\boldsymbol\Pi=\mathbf p+e\mathbf A$, with $[\Pi_x,\Pi_y]=-i\hbar^2/\ell^2$ and $\ell=\sqrt{\hbar/(eB)}$. Near the Brillouin-zone corner (valley) $K$, $H_K=v(\sigma_x\Pi_x+\sigma_y\Pi_y)$, where $v$ is a speed and the $\sigma$ matrices act on the sublattice amplitudes $(A,B)$. With $\varepsilon=\sqrt2\,\hbar v/\ell$, this valley and the other, $K'$, have

$$H_K=\varepsilon\begin{pmatrix}0&b\\b^\dagger&0\end{pmatrix},\qquad H_{K'}=-\varepsilon\begin{pmatrix}0&b^\dagger\\b&0\end{pmatrix},\qquad [b,b^\dagger]=1 .$$

The oscillator states $|n\rangle$ are the eigenstates of $b^\dagger b$. The levels of either valley are $E_n=\mathrm{sgn}(n)\,\varepsilon\sqrt{|n|}$. At $K$ the states are $(|n-1\rangle,s|n\rangle)/\sqrt2$ for $n\ge1$, where $s=\pm1$ is the sign of the energy. The zero mode is $(0,|0\rangle)$ at $K$ and $(|0\rangle,0)$ at $K'$. Each level holds $eB/h=1/(2\pi\ell^2)$ states per area, valley and spin, which is $2.418\times10^{15}$ per m² at 10 T.

The lattice has nearest-neighbour hopping $-t$, $t>0$, lattice constant $a$, bond length $d=a/\sqrt3$ and cell area $A_c=\sqrt3a^2/2$, and $\hbar v=\sqrt3\,ta/2$. Row $m$ of $A$ sites lies at $y_m=3dm/2$, with the $B$ row above it at $y_m+d$. The flux per cell is $1/q$ in units of $h/e$.

### Steps between plateaus from drift

Apply a weak electric field $E_y$. The electron gains the potential energy $eE_yy$, and $k$ remains conserved. With the velocity operator $v_x=v\sigma_x$ at $K$,

$$\frac{d\Pi_y}{dt}=\frac i\hbar[v\sigma_x\Pi_x,\Pi_y]+\frac i\hbar[eE_yy,\Pi_y]=eB\,v_x-eE_y .$$

The first term uses $[\Pi_x,\Pi_y]=-i\hbar eB$ and the second $[y,\Pi_y]=i\hbar$. In a stationary state localized in $y$ the mean of $d\Pi_y/dt$ is zero, so $\langle v_x\rangle=E_y/B$. Every state drifts at the same speed. A filled level therefore contributes

$$\frac{j_x}{E_y}=-e\,\frac{eB}{h}\,\frac1B=-\frac{e^2}{h}$$

per valley and spin. At $K'$, where $v_x=-v\sigma_x$, the same commutator gives the same drift.

This fixes the difference between neighbouring plateaus. It doesn't fix their common offset, because the continuum model has infinitely many filled levels below zero and the sum of their drift currents has no limit. The offset follows from linear response, in which each term compares a filled with an empty state.

### The linear-response formula

To first order in $H'=eE_yy$, a filled state $m$ acquires the velocity

$$\delta\langle v_x\rangle_m=2\,\mathrm{Re}\sum_{l\ne m}\frac{(v_x)_{ml}\,eE_y\,y_{lm}}{E_m-E_l}.$$

At fixed $k$ the levels of one valley are not degenerate, so the denominators do not vanish. From $v_y=(i/\hbar)[H,y]$ follows $(v_y)_{lm}=(i/\hbar)(E_l-E_m)y_{lm}$, hence

$$y_{lm}=-\frac{i\hbar\,(v_y)_{lm}}{E_l-E_m}.$$

Inserting this, and using $E_m-E_l=-(E_l-E_m)$ and $\mathrm{Re}(iz)=-\mathrm{Im}\,z$, gives

$$\delta\langle v_x\rangle_m=-2e\hbar E_y\sum_{l\ne m}\frac{\mathrm{Im}[(v_x)_{ml}(v_y)_{lm}]}{(E_l-E_m)^2}.$$

Exchanging $m$ and $l$ replaces the product by its complex conjugate and reverses the imaginary part. Pairs of filled states therefore cancel, and $l$ can be restricted to empty states. This rearrangement is valid for a finite set of filled levels. Applied to the continuum model it assumes that the negative levels end at a cutoff, and the lattice calculation below, which has a true band bottom, tests that assumption. Multiplying by $-e$ and dividing by the sample area $S$ gives

$$\sigma_{xy}=\frac{2e^2\hbar}{S}\sum_{m\,\text{filled}}\ \sum_{l\,\text{empty}}\frac{\mathrm{Im}[(v_x)_{ml}(v_y)_{lm}]}{(E_l-E_m)^2}.$$

### Matrix elements and prefactor

At $K$ the velocities are $v\sigma_x$ and $v\sigma_y$. The sum over $k$ supplies $S/(2\pi\ell^2)$ equal terms. Measuring energies in units of $\varepsilon$, the prefactor is

$$\frac{2e^2\hbar}{2\pi\ell^2}\,\frac{v^2}{\varepsilon^2}=\frac{e^2\hbar v^2}{\pi\ell^2}\,\frac{\ell^2}{2\hbar^2v^2}=\frac{e^2}{h}.$$

Both the field and the speed have cancelled. What remains is the number

$$C=\sum_{m,l}\frac{\mathrm{Im}[(\sigma_x)_{ml}(\sigma_y)_{lm}]}{(e_l-e_m)^2},\qquad e_{\pm n}=\pm\sqrt n,\qquad \sigma_{xy}=C\,\frac{e^2}{h}.$$

Let $\sigma_+$ take a $B$ amplitude to $A$ and $\sigma_-$ do the reverse. Then $\sigma_x=\sigma_++\sigma_-$ and $\sigma_y=-i(\sigma_+-\sigma_-)$. These matrices leave the oscillator state unchanged. Since level $n$ has $|n-1\rangle$ on $A$ and $|n\rangle$ on $B$, they connect levels whose $|n|$ differs by one.

Suppose $|l|=|m|+1$. The $B$ part of $m$ overlaps the $A$ part of $l$, so $(\sigma_x)_{ml}=\langle m|\sigma_-|l\rangle=g$ and $(\sigma_y)_{lm}=-i\langle l|\sigma_+|m\rangle=-ig^*$. The product is $-i|g|^2$. Suppose instead $|l|=|m|-1$. Then $(\sigma_x)_{ml}=\langle m|\sigma_+|l\rangle=g$ and $(\sigma_y)_{lm}=+i\langle l|\sigma_-|m\rangle=ig^*$, and the product is $+i|g|^2$. An upward change of $|n|$ thus contributes $-|g|^2$, and a downward change $+|g|^2$.

For two levels with $|n|\ge1$, each amplitude is $1/\sqrt2$ and $|g|^2=1/4$. If one of them is the zero level, its amplitude on $B$ is 1 and $|g|^2=1/2$.

### The sum for one valley and spin

Let $N\ge0$. All negative levels and the levels $0$ to $N$ are filled. For every $n\ge N+1$, two transitions lead from the negative sea to empty levels:

$$-n\to n+1:\quad -\frac{1}{4(\sqrt n+\sqrt{n+1})^2},$$

$$-(n+1)\to n:\quad +\frac{1}{4(\sqrt n+\sqrt{n+1})^2}.$$

They have the same energy and cancel in pairs. For large $n$ each term approaches $1/(16n)$ in size, so each family summed alone diverges logarithmically. The two families must therefore be summed together. Cutting the levels at $-M$ and $+M$ keeps every pair. Cutting them at unequal levels leaves one unpaired term, of size about $1/(16n)$ with $n$ the smaller of the two cutoffs, which vanishes as the cutoff recedes.

For $N\ge1$ two transitions have no partner: $N\to N+1$ within the upper levels and $-N\to N+1$ across zero energy. The partner of the second would end on level $N$, which is filled. Hence

$$C=-\frac14\left[\frac{1}{(\sqrt{N+1}-\sqrt N)^2}+\frac{1}{(\sqrt{N+1}+\sqrt N)^2}\right].$$

Since $(\sqrt{N+1}-\sqrt N)(\sqrt{N+1}+\sqrt N)=1$, each reciprocal equals the other square:

$$C=-\frac14\left[(\sqrt{N+1}+\sqrt N)^2+(\sqrt{N+1}-\sqrt N)^2\right]=-\frac{2(2N+1)}{4}=-\left(N+\tfrac12\right).$$

For $N=0$ the one unpaired transition is $0\to1$. It has $|g|^2=1/2$ and unit energy difference, so $C=-1/2$, which fits the same formula. Here the confinement of the zero mode to one sublattice enters directly: its full weight on $B$ doubles $|g|^2$ and makes up for the missing second transition.

At $N=1$ the transition $1\to2$ contributes $-(\sqrt2+1)^2/4=-1.4571$, and $-1\to2$ contributes $-(\sqrt2-1)^2/4=-0.0429$. Their sum is $-3/2$. Leaving out the transition across zero energy would spoil the half-integer.

### Negative fillings and the second valley

The matrix $\sigma_z$ reverses the sign of $H_K$ and of both velocities. It therefore maps filled states at chemical potential $\mu$ to empty states at $-\mu$. The product of two velocities is unchanged, but the roles of $m$ and $l$ are exchanged, which reverses the imaginary part. Thus $C(-\mu)=-C(\mu)$. If $\mu$ lies between $N$ and $N+1$, then $-\mu$ lies between $-N-1$ and $-N$, and $N+1/2$ changes sign as it should. In the continuum model the formula holds for every integer $N$.

For the other valley, exchange the sublattices with $\sigma_x$:

$$\sigma_xH_{K'}\sigma_x=-\varepsilon\begin{pmatrix}0&b\\b^\dagger&0\end{pmatrix}=-H_K .$$

The velocities obey the same relation, since they are the derivatives of these Hamiltonians with respect to $\boldsymbol\Pi$. By the argument just given, $C_{K'}(\mu)=-C_K(-\mu)=C_K(\mu)$. The valleys add although their zero modes occupy opposite sublattices. Two valleys and two spins give the factor 4:

$$\sigma_{yx}=\dots,-10,-6,-2,\,2,\,6,\,10,\dots\ \times\frac{e^2}{h}.$$

There is no plateau at zero in this model, because $\mu=0$ lies inside the zero level and not in a gap.

### Relation to the electron density

At neutrality the zero level is half filled. With levels up to $N$ filled, the electron density relative to neutrality is

$$\delta n=4\left(N+\tfrac12\right)\frac{eB}{h},\qquad \sigma_{yx}=\frac{e\,\delta n}{B}.$$

This is the drift result with its offset now fixed. At 10 T and $N=0$ the excess is $2(2.418\times10^{15})=4.836\times10^{15}$ electrons per m². In a gap, where the longitudinal conductivity vanishes, the Hall resistance has magnitude $h/(2e^2)=12\,906\ \Omega$ for $N=0$.

### Implementation in oscillator states

In a finite oscillator basis the two sublattices need different sizes. If both components at $K$ are cut to $|0\rangle,\dots,|M-1\rangle$, the truncated $b^\dagger$ annihilates $|M-1\rangle$ on $A$. This creates a false zero mode on the wrong sublattice. Keeping $M$ states on $A$ and $M+1$ on $B$ avoids it: $b$ becomes an $M\times(M+1)$ matrix, and the spectrum is $0,\pm\varepsilon,\dots,\pm\varepsilon\sqrt M$. The blocks of $\sigma_x$ and $\sigma_y$ become rectangular identities with the factors $1$ and $-i$. This cutoff keeps the cancelling transitions in pairs. At $K'$ the two sizes are exchanged and the factors are $-1$ and $-i$, since there $v_x=-v\sigma_x$ and $v_y=v\sigma_y$.

### Implementation on the lattice

The Hall conductivity can also be computed without the Dirac approximation. Use the rows of the first half, with $A$ row $m$ at $y_m=3dm/2$ and flux $1/q$ per cell in units of $h/e$. Separating a factor $e^{ik_yy}$ from the amplitudes gives the elements from $B$ to $A$:

$$H_{A_m,B_m}=-te^{ik_yd},\qquad H_{A_m,B_{m-1}}=-2t\cos\theta_m\,e^{-ik_yd/2},$$

$$\theta_m=\frac a2\left(k-\frac{y_m-d/4}{\ell^2}\right).$$

After $q$ rows $\theta$ has fallen by $\pi$ and the cosine has changed sign. The equations keep their form if the remaining amplitudes on both sublattices obey $u_{m+q}=(-1)^mu_m$. For $m=-1$ this gives $u_{-1}=-u_{q-1}$, so the element that closes the matrix, from $B_{q-1}$ to $A_0$, carries an extra factor $-1$.

The velocities are $\hbar v_x=\partial H/\partial k$ and $\hbar v_y=\partial H/\partial k_y$. The factor $e^{ik_yy}$ must contain the true positions of the sites, as it does here, for $\partial H/\partial k_y$ to be $\hbar v_y$. Each pair $(k,k_y)$ represents an area $qA_c$, so for one spin

$$\sigma_{xy}=\frac{e^2}{h}\,\frac{4\pi}{qA_c}\left\langle\sum_{m\,\text{filled}}\ \sum_{l\,\text{empty}}\frac{\mathrm{Im}[(\partial_kH)_{ml}(\partial_{k_y}H)_{lm}]}{(E_l-E_m)^2}\right\rangle,$$

where the brackets denote the average over $k$ and $k_y$. The factor $4\pi$ comes from $2\hbar h/\hbar^2$. An increase of $k$ by $2\pi/(qa)$ replaces $\theta_m$ by $\theta_{m-1}$. This shifts the pattern by one row and, because $\cos\theta_{-1}=-\cos\theta_{q-1}$, removes the closing factor $-1$, which is the same as moving $k_y$ by half of its period $4\pi/(3dq)$. When $k_y$ is averaged over that full period, $k$ therefore need cover only an interval of length $2\pi/(qa)$.

Full diagonalization at $q=120$ with four momentum points, and $\mu$ midway between neighbouring Dirac levels, gives $\sigma_{yx}=-10.0000$, $-6.0000$, $-2.0000$, $2.0000$, $6.0000$ and $10.0000\ e^2/h$ for $N=-3$ to $2$, both spins included. The number of filled states per flux quantum, counted from half filling, is $-10,-6,-2,2,6,10$. The lattice has a finite number of filled states and needs no cutoff, so it confirms the total offset $2e^2/h$, the sum of one half from each of two valleys and two spins; it does not separate the valleys.

### Where the sequence changes or fails

The derivation gives the conductivity when $\mu$ lies in a gap. In a clean sample at fixed density this happens at isolated densities, since $\mu$ otherwise sits inside a partly filled level. Plateaus of finite width against density require localized states that take up electrons without carrying Hall current. They are not part of this model.

The thermal energy and the level width must be small compared with the gap $\varepsilon(\sqrt{N+1}-\sqrt N)$ for $N\ge0$. This gap shrinks as $N$ grows, so high plateaus are lost first.

On the lattice the sequence also has an end. It persists only while $|\mu|$ stays below about $t$, the energy of the saddle points where the constant-energy contours of the two valleys merge. At $q=120$ it reaches about $N=14$. Beyond that energy the Hall conductivity has the opposite sign and changes by $e^2/h$ per spin from one gap to the next.

An energy difference between the sublattices, $\Delta\sigma_z$ with $\Delta>0$, shifts the zero modes according to their sublattice: to $-\Delta$ at $K$ and to $+\Delta$ at $K'$. The levels with $n\ge1$ move to $\pm\sqrt{\varepsilon^2n+\Delta^2}$, because $\sigma_z$ anticommutes with the rest of the Hamiltonian. The relation $\sigma_xH_{K'}\sigma_x=-H_K$ survives, since $\sigma_x$ also reverses $\sigma_z$. The sum over valleys is then odd in $\mu$, and a plateau with $\sigma_{yx}=0$ opens between $-\Delta$ and $\Delta$.

A Zeeman energy shifts the two spins in opposite directions. When it exceeds the level width it splits each level, and the drift argument gives intermediate steps of $2e^2/h$. Interactions can lift the remaining degeneracies, which lies beyond the independent-electron treatment used here.
